# Hybrid Bands Off the k Mesh: Density Matrix, Images and Interpolation

## Two Fermi seas with one density

Take a uniform, spin-unpolarized electron gas and fill plane waves in two ways. In the first, the occupied wave vectors form a sphere of radius \(k_F\). In the second, they form an ellipsoid with two short semi-axes \(b\) and one long semi-axis \(l\), with \(b^2l=k_F^3\). The second sea is the ground state of noninteracting electrons with an anisotropic mass.

Each plane wave has constant modulus, so both densities are uniform. The volumes are equal, so both densities equal

\[
n=2\,\frac{4\pi k_F^3/3}{(2\pi)^3}=\frac{k_F^3}{3\pi^2}.
\]

A potential computed from \(n\) cannot distinguish them. In Hartree atomic units, used throughout, the local-density exchange potential is \(-(3n/\pi)^{1/3}=-k_F/\pi\) for both.

The Fock exchange energy of the state at \(\mathbf k=0\) is instead an integral over the occupied region of one spin:

\[
\varepsilon_x(0)=-\int_{\rm occ}\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}
=-\frac{1}{2\pi^2}\int d\Omega\,k_s(\Omega).
\]

The factor \(k^2\) in the volume element cancels the Coulomb denominator, leaving the distance \(k_s\) to the surface. For the sphere this gives \(-2k_F/\pi\). For the ellipsoid, let \(\mu\) be the cosine of the angle to the long axis and \(e^2=1-b^2/l^2\). Then

\[
\frac1{k_s^2}=\frac{1-\mu^2}{b^2}+\frac{\mu^2}{l^2}=\frac{1-e^2\mu^2}{b^2},
\]
\[
\varepsilon_x(0)=-\frac{b}{\pi}\int_{-1}^{1}\frac{d\mu}{\sqrt{1-e^2\mu^2}}
=-\frac{2b}{\pi}\frac{\arcsin e}{e}.
\]

For \(k_F=0.3333\) and \(l=4b\), the values are \(-0.2122\) Ha for the sphere and \(-0.1820\) Ha for the ellipsoid. The density is the same and the exchange operator is not. With a fraction \(\alpha=0.25\) of exact exchange, the level at \(\mathbf k=0\) differs by \(0.25\times0.0302=0.0076\) Ha.

The Fock operator has the kernel \(-\gamma(\mathbf r,\mathbf r')/|\mathbf r-\mathbf r'|\), where \(\gamma\) is the density matrix of one spin. The density supplies only its diagonal. A band calculation with an LDA or GGA functional can store \(n\), rebuild its Hamiltonian and diagonalize at any \(\mathbf q\); a hybrid calculation needs \(\gamma\) as well.

This does not say that a ground-state density carries no information about \(\gamma\). In generalized Kohn–Sham theory one may search among determinants with the given density for the one that minimizes the chosen energy functional; when the minimizer is unique, \(n\) fixes \(\gamma\) implicitly. But that is a new minimization, and the stored density does not perform it.

## A crystal in which the site density is silent

To follow the exchange through a mesh, consider a simple-cubic lattice with constant \(a\), two orbitals per site and two electrons per cell. Lattice vectors \(\mathbf R\) are integer triples and wave vectors are in units of \(1/a\). The one-electron Hamiltonian is

\[
h(\mathbf k)=\begin{pmatrix}-d&-ig\\ ig&d\end{pmatrix},\qquad
\begin{aligned}
d&=0.12+0.02\textstyle\sum_i\cos k_i,\\
g&=0.04\textstyle\sum_i\sin k_i,
\end{aligned}
\]

in hartree. Electrons interact through their site densities, with \(V(0)=U=0.40\) Ha, \(V(\mathbf R)=1/(a|\mathbf R|)\) otherwise, and \(a=6\) bohr.

In a translation-invariant state every site holds two electrons. The Hartree potential is therefore a constant, cancelled by the neutralizing background. The exchange contraction of the interaction carries a minus sign and links the same two sites as the density matrix:

\[
K_{ab}(\mathbf R)=-V(\mathbf R)\gamma_{ab}(\mathbf R),\qquad
\gamma(\mathbf R)=\frac1N\sum_{\mathbf k}P(\mathbf k)e^{i\mathbf k\cdot\mathbf R}.
\]

Here \(P(\mathbf k)\) projects on the occupied states of one spin, and the Γ-centred mesh has \(N=L^3\) points with \(L\) odd. Define \(v(\mathbf p)=\sum_{\mathbf R}V(\mathbf R)e^{-i\mathbf p\cdot\mathbf R}\). Fourier transforming \(K(\mathbf R)\) gives

\[
K_{\rm raw}(\mathbf q)=-\frac1N\sum_{\mathbf k}v(\mathbf q-\mathbf k)P(\mathbf k),
\qquad H=h+\alpha K. \tag{1}
\]

One band energy at \(\mathbf q\) thus requires the occupied orbitals at all mesh points. On a dense mesh, exchange built from the orbitals of \(h\) alone gives a gap of 0.4554 Ha at Γ. Self-consistent exchange gives 0.4567 Ha. Both states have site density one per spin, so the difference of 0.0013 Ha comes from \(\gamma\). The populations of the two orbitals on a site do differ between the states, and a density resolved within the cell could show this. The example is silent only in the total site density, which is all that enters the Hartree term here.

A zero-weight point is a \(\mathbf q\) at which (1) is evaluated and diagonalized, but whose orbitals enter neither the density nor the sum over \(\mathbf k\). It may be carried along during self-consistency or treated afterwards from stored mesh orbitals; the converged operator is the same.

## The singular contribution off the mesh

At small \(p\), \(v(\mathbf p)\approx4\pi/(ap^2)\). In three dimensions this is integrable, but a finite sum samples it badly. If \(\mathbf q\) is not a mesh point, no term in (1) is infinite. The error is still present, and real space shows its size.

Let \(S(\mathbf q)=N^{-1}\sum_{\mathbf k}v(\mathbf q-\mathbf k)\). Insert the definition of \(v\). The average of \(e^{i\mathbf k\cdot\mathbf R}\) over the mesh is one when \(\mathbf R=L\mathbf n\), with \(\mathbf n\) an integer triple, and zero otherwise. Hence

\[
S(\mathbf q)-U=\frac{s(L\mathbf q)}{La},\qquad
s(\boldsymbol\theta)=\sum_{\mathbf n\ne0}\frac{\cos(\boldsymbol\theta\cdot\mathbf n)}{|\mathbf n|}. \tag{2}
\]

The slowly convergent sum is evaluated by Ewald's method for \(\boldsymbol\theta\) away from multiples of \(2\pi\). An infinitely fine mesh would give the average \(V(0)=U\), so (2) is the quadrature error of the interaction itself.

The same error appears as copies of the density matrix. On a mesh, \(\gamma(\mathbf R+L\mathbf n)=\gamma(\mathbf R)\), whereas the true density matrix of an insulator decays. Equation (1) lets the bare interaction reach every copy. If \(\gamma\) is compact compared with the supercell, \(V\) is nearly constant across a copy, and copy \(\mathbf n\) contributes

\[
-V(L\mathbf n)e^{-iL\mathbf q\cdot\mathbf n}\sum_{\mathbf R}\gamma(\mathbf R)e^{-i\mathbf q\cdot\mathbf R}
=-V(L\mathbf n)e^{-iL\mathbf q\cdot\mathbf n}P(\mathbf q).
\]

Summing over \(\mathbf n\ne0\) gives the spurious operator \(-[s(L\mathbf q)/(La)]P(\mathbf q)\).

Two positions show its range. Close to a mesh point, \(\theta=|\boldsymbol\theta|\) is small after multiples of \(2\pi\) are removed, and the long-distance part of the sum becomes \(\int d^3n\,\cos(\boldsymbol\theta\cdot\mathbf n)/n=4\pi/\theta^2\). Therefore

\[
s(\boldsymbol\theta)\simeq\frac{4\pi}{\theta^2}+c,\qquad c=-2.8373.
\]

The constant \(c\) is the Ewald value of \(s-4\pi/\theta^2\) as \(\theta\to0\). At the centre of a mesh cell, \(\boldsymbol\theta=(\pi,\pi,\pi)\), the signs alternate as in rocksalt and \(s=-1.7476\). The spurious term thus lowers occupied levels near mesh points and raises them at cell centres.

## Removing it in an insulator

The same correction follows in reciprocal space, by subtracting the singularity. With \(\langle\cdots\rangle\) the average over the Brillouin zone, add and subtract \(P(\mathbf q)\) in the exact integral:

\[
-\langle v(\mathbf q-\mathbf k)P(\mathbf k)\rangle
=-\langle v(\mathbf q-\mathbf k)[P(\mathbf k)-P(\mathbf q)]\rangle-UP(\mathbf q).
\]

Replace only the first average by a mesh sum. This step is accurate only if \(P(\mathbf k)\) is smooth on the scale of the mesh spacing, which is again a condition on the decay of \(\gamma\); it removes the leading image term, not the terms from the variation of \(V\) across a copy. The terms in \(P(\mathbf q)\) combine to give

\[
K_{\rm corr}(\mathbf q)=K_{\rm raw}(\mathbf q)+[S(\mathbf q)-U]P(\mathbf q). \tag{3}
\]

Let \(P(\mathbf q)\) be the occupied projector of the raw Hamiltonian at \(\mathbf q\). It commutes with that Hamiltonian, so (3) leaves the eigenvectors alone and changes the energies by

\[
\Delta E_{\rm occ}=\alpha\frac{s(L\mathbf q)}{La},\qquad \Delta E_{\rm empty}=0. \tag{4}
\]

The projector remains self-consistent as long as the shift does not reorder occupied and empty levels.

A projector imported from another calculation is not equivalent. Even if it is smooth and agrees with the mesh projector at the mesh point, at distance \(\delta\) it generally differs from it by a term of order \(\delta\) between occupied and empty states. Multiplied by \(4\pi/(Na\delta^2)\), that leaves a coupling of order \(1/\delta\). If it already differs at the mesh point, the coupling is of order \(1/\delta^2\).

On the mesh, \(v(0)\) is infinite and must be replaced by a number \(v_0\), chosen so that the mesh average of \(v\) is \(U\). To find it, let \(\mathbf q\to0\) in (2) and separate the term \(\mathbf k=0\), for which \(v(\mathbf q)\simeq U+(4\pi/q^2+c)/a\). A prime omits that term:

\[
\frac1N\sum_{\mathbf k}{}'v(\mathbf k)+\frac1N\left[U+\frac1a\left(\frac{4\pi}{q^2}+c\right)\right]
=U+\frac1{La}\left(\frac{4\pi}{L^2q^2}+c\right).
\]

The divergent terms are equal because \(N=L^3\). The required average means \(v_0/N=U-N^{-1}\sum'v\), so

\[
\frac{v_0}{N}=\frac{U+c/a}{N}-\frac{c}{La}. \tag{5}
\]

For \(L=7\) this is \(-0.00021+0.06755=0.06734\) Ha.

The shifted levels join the mesh levels continuously. Let \(H'\) be the Hamiltonian without the exchange term of the nearest mesh point, whose projector is \(P_0\), and let \(A=v(\boldsymbol\delta)/N\). The raw Hamiltonian is \(H'-\alpha AP_0\). As \(A\) grows, its occupied state tends to the mesh state \(u_0\), with energy \(\langle u_0|H'|u_0\rangle-\alpha A\); the remaining coupling vanishes linearly in \(\delta\), because \(u_0\) is an eigenvector of \(H'\) at the mesh point, so it changes this only by order \(\delta^2/A\). The shift adds \(\alpha(N^{-1}\sum'v+A-U)\). The two terms in \(A\) cancel, leaving \(\langle u_0|H'|u_0\rangle-\alpha v_0/N\), which is the mesh energy.

The level is continuous, but its curvature is not repaired. The shift leaves the raw eigenvector unchanged, and close to a mesh point that eigenvector is held at \(u_0\). The mixing with the empty state, which contributes at order \(\delta^2\) in the true band, is reduced to order \(\delta^2/A\). For \(L=7\) the curvature of the shifted valence band along \(x\) at Γ is 0.019 Ha (with \(\mathbf q\) in units of \(1/a\)) when taken at \(\delta\approx0.01\), against 0.012 Ha on a dense mesh; the two agree again at \(\delta\approx0.2\). Effective masses should not be taken from shifted levels very close to a mesh point.

## Wannier interpolation

Wannier interpolation takes the converged mesh Hamiltonian, transforms it to real space and evaluates its Fourier series elsewhere:

\[
H(\mathbf R)=\frac1N\sum_{\mathbf k}H(\mathbf k)e^{i\mathbf k\cdot\mathbf R},\qquad
H_W(\mathbf q)=\sum_{\mathbf R\in C}H(\mathbf R)e^{-i\mathbf q\cdot\mathbf R}. \tag{6}
\]

\(C\) is the cube of \(L^3\) lattice vectors centred on the origin. In this model the two site orbitals are the Wannier functions. The interaction is never evaluated at \(\mathbf q-\mathbf k\), so there is no spike. The singular term has still entered, through \(v_0\) at the mesh points.

Three errors remain. One is the part of \(H(\mathbf R)\) that does not fit into \(C\). Another is that the mesh density matrix is periodic and so contains the tails of its copies. The third is the periodic interaction on the mesh. In a supercell of volume \(\Omega_s=(La)^3\), the potential of a unit charge with neutralizing background obeys \(\nabla^2\phi=-4\pi(\delta-1/\Omega_s)\). The smooth function \(\phi-1/r\) therefore has Laplacian \(4\pi/\Omega_s\). In cubic symmetry its expansion begins with a constant and \(2\pi r^2/(3\Omega_s)\), since \(\nabla^2r^2=6\). The choice of \(v_0\) removes the constant. With \(r=a|\mathbf R|\),

\[
V_L(\mathbf R)\simeq\frac1{a|\mathbf R|}+\frac{2\pi|\mathbf R|^2}{3aL^3}.
\]

When \(\gamma\) decays well inside the supercell, the leading error is thus proportional to \(1/N\). For the valence level at Γ, the errors relative to the dense reference at \(L=19\) and \(27\) have the ratio 2.89; \((27/19)^3=2.87\).

## Where the two methods coincide

Now cut the interaction off outside \(C\), both on the mesh and at zero-weight points. Its transform \(v_T(\mathbf p)=\sum_{\mathbf R\in C}V(\mathbf R)e^{-i\mathbf p\cdot\mathbf R}\) is finite everywhere, and

\[
-\frac1N\sum_{\mathbf k}v_T(\mathbf q-\mathbf k)P(\mathbf k)
=-\sum_{\mathbf R\in C}V(\mathbf R)\gamma(\mathbf R)e^{-i\mathbf q\cdot\mathbf R}.
\]

The right side is the exchange part of (6). The hopping in \(h\) reaches only nearest neighbours and is reproduced too. For a fixed orbital set that spans the whole model space, zero-weight points and Wannier interpolation then give the same Hamiltonian.

In a crystal calculation with a large basis they are no longer identical. A zero-weight point diagonalizes the operator in the full basis at \(\mathbf q\), at the cost of a new exchange sum over the mesh. Wannier interpolation diagonalizes a small matrix, but only within the chosen subspace. If the wanted bands cross others, that subspace must first be disentangled, and its smoothness in \(\mathbf k\) controls the decay of \(H(\mathbf R)\).

## Weighing the contributions in the insulator

The reference is a self-consistent calculation with \(L=33\) and the truncated interaction. Its gap at \(R=(\pi,\pi,\pi)\) is 0.2152 Ha, or 5.86 eV.

First approach a mesh point. For \(L=7\), start at \((2\pi/7,0,0)\) and move along \(x\) by a fraction \(f\) of the mesh spacing. The valence energies in hartree are:

| \(f\) | raw | shifted | Wannier | reference |
|---|---:|---:|---:|---:|
| 0.10 | −0.44500 | −0.27231 | −0.27231 | −0.27230 |
| 0.25 | −0.28467 | −0.27049 | −0.27049 | −0.27048 |
| 0.50 | −0.26231 | −0.26692 | −0.26692 | −0.26691 |

At \(f=0.10\), \(\theta=0.2\pi=0.628\), so \(s\simeq31.83-2.84=28.99\). Equation (4) gives a shift of \(0.25\times28.99/42=0.1726\) Ha; the table gives 0.1727 Ha. At \(f=0.50\) the raw error has changed sign, as \(s\) does.

The point \(R\) lies at a mesh-cell centre for every odd \(L\). The predicted raw valence error is \(-\alpha s/(La)\), which for \(L=7\) is \(0.25\times1.7476/42=0.0104\) Ha, or 0.28 eV. The calculated error is also 0.0104 Ha. It narrows the gap by about 5% of its reference value. At \(L=11\) it is still 0.0066 Ha: this error falls only as \(1/L\), and the smooth look of a band away from mesh points does not show that it is absent.

Once the image term is removed, much smaller errors are left. These are the largest absolute errors over both bands at \(R\) and three general points, in units of \(10^{-5}\) Ha:

| \(L\) | shifted | Wannier | truncated |
|---:|---:|---:|---:|
| 5 | 3.6 | 16.9 | 23.5 |
| 7 | 0.87 | 0.62 | 4.5 |
| 11 | 0.18 | 1.5 | 0.17 |

The Wannier column uses the periodic interaction. Its error is lower at \(L=7\) than at \(L=11\). The absolute values hide a change of sign. At \(R\) the signed Wannier valence error, in the same units, is \(+16.9\), \(-0.19\), \(-2.0\) and \(-1.5\) for \(L=5\), 7, 9 and 11. At small \(L\) it is positive, like the error with the truncated interaction, which falls quickly. At larger \(L\) it approaches the negative \(1/N\) term from the periodic interaction: at \(L=19\) it is \(-0.34\), against \(-0.36\) from a first-order estimate of that term. The small entry at \(L=7\) lies near the crossing and does not indicate better convergence. The table therefore gives no general ranking of the three corrected methods. It does show that each is far more accurate here than raw zero-weight points.

## What changes in a metal

The subtraction in (3) relied on \(P(\mathbf k)\) being smooth near \(\mathbf q\). At a Fermi surface it jumps. The shift (4) then applies on the occupied side and not on the empty side, although the exchange energy on an infinitely fine mesh is continuous. For a spherical Fermi sea with \(k_Fa=2\) and \(L=7\), the artificial step at \((2,0,0)\) is 0.020 Ha. Its sign follows that of \(s\), and at fixed position within the mesh cell it falls as \(1/L\).

The truncated interaction removes this step. At finite \(L\) it gives a smooth band, but the slope at the Fermi surface does not converge as \(L\) grows, because the infinite-mesh band has a singular slope there. For an isotropic Fermi sea, with \(r\) and \(k\) now in ordinary atomic units,

\[
K(k)=-\int_0^\infty4\pi r^2\gamma(r)V(r)j_0(kr)\,dr,
\]
\[
\frac{dK}{dk}=\int_0^\infty4\pi r^3\gamma(r)V(r)j_1(kr)\,dr,
\]

because \(j_0'=-j_1\). At large \(r\), \(\gamma\simeq-k_F\cos(k_Fr)/(2\pi^2r^2)\) and \(j_1(k_Fr)\simeq-\cos(k_Fr)/(k_Fr)\). With \(V=1/r\), the slope integrand at \(k=k_F\) becomes \((2/\pi)\cos^2(k_Fr)/r\), whose average over oscillations is \(1/(\pi r)\). Cutting the series at a distance proportional to \(L\) gives a slope growing as \((\ln L)/\pi\), times \(\alpha\) in a hybrid.

On the lattice, take the exact \(\gamma\) of the spherical sea and cut only the series off at the cube of side \(L\). The full-exchange slope along \(x\) then grows by 0.229 Ha bohr between \(L=41\) and \(81\), where the logarithm gives 0.217, and by 0.183 between \(L=21\) and \(41\), where it gives 0.213. The estimate omits the oscillating part of the integrand, the cubic shape of the cut-off and the discreteness of the lattice sum. The oscillating part alone is small: the full radial integral cut at \(La/2\) grows by 0.2135 and 0.2218 over the same two intervals. The deviations therefore come mainly from the cube and the lattice. For the exact \(\gamma\) of the isotropic sea, the exchange energy at \(k_F\) converges with the cut-off, since its integrand falls as \(1/r^2\). The Fermi velocity from bare exchange has no finite limit.

Screened exchange uses \(V(r)=\operatorname{erfc}(\omega r)/r\), with transform \(v(p)=4\pi(1-e^{-p^2/4\omega^2})/p^2\), finite at \(p=0\). The gradient of \(K(\mathbf q)=-\int_{k<k_F}d^3k\,v(\mathbf q-\mathbf k)/(2\pi)^3\) becomes a surface integral, since \(\nabla_{\mathbf q}v=-\nabla_{\mathbf k}v\). On the Fermi surface \(p^2=2k_F^2t\), with \(t=1-\mu\) and \(\mu\) the cosine of the angle between \(\mathbf k\) and \(\mathbf q\). With \(z=k_F^2/\omega^2\),

\[
\begin{aligned}
\left.\frac{dK}{dk}\right|_{k_F}
&=\frac1{2\pi}\int_0^2\frac{(1-t)(1-e^{-zt/2})}{t}\,dt\\
&=\frac1{2\pi}\left[E_1(z)+\ln z+\gamma_E-2+\frac{2(1-e^{-z})}{z}\right].
\end{aligned}
\]

The \(1/t\) part gives the first three terms, with \(E_1\) the exponential integral and \(\gamma_E\) Euler's constant; the rest integrates directly. The result is finite for \(\omega>0\) and grows as \((1/\pi)\ln(k_F/\omega)\) when \(\omega\to0\).

For \(\omega=0.11\) bohr\(^{-1}\) and \(k_F=2/a\) the electron-gas slope is 0.161 Ha bohr. The lattice slope, again with the exact \(\gamma\), is 0.120 and is converged in the cut-off to that accuracy at \(L=7\). The two need not agree. By Poisson summation the lattice slope is the sum over reciprocal vectors \(\mathbf G\) of the electron-gas gradient at \(\mathbf q+\mathbf G\), so it includes the contributions of the repeated Fermi spheres; these are not evaluated separately here.

The image sum becomes \(\sum_{\mathbf T\ne0}\operatorname{erfc}(\omega T)\cos(\mathbf q\cdot\mathbf T)/T\), where \(\mathbf T\) are the supercell translations and \(\mathbf q\) is in ordinary units. It is largest at mesh points, where every cosine is one. There, including \(\alpha\), it is \(4\times10^{-4}\) Ha for \(L=3\) and about \(2\times10^{-12}\) Ha for \(L=7\). Screening removes the image problem once \(La\gg1/\omega\). It does not remove the error of sampling a sharp Fermi surface: the density matrix still depends on which mesh points are occupied, and that needs its own convergence study with either method.

The numerical check compares the image formula with direct mesh sums, and the slope formula with a real-space integral.

## Computed results

```
lattice constant = 6.0 bohr; alpha = 0.25
on-site repulsion U = 0.40 Ha
orbital half-splitting = 0.12 Ha
hopping = 0.01 Ha; hybridization = 0.02 Ha
kf = 0.333333 1/bohr; omega = 0.11 1/bohr
uniform density, both Fermi seas = 0.0012509 bohr^-3
ellipsoid semi-axes = 0.209987, 0.839947 1/bohr
local exchange potential, both = -0.106103 Ha
full exchange at k=0, sphere = -0.212207 Ha
full exchange at k=0, ellipsoid = -0.181987 Ha
site density per spin, both states = 1.000000
Gamma gap, exchange from local orbitals = 0.455397 Ha
Gamma gap, self-consistent exchange = 0.456726 Ha
image function at mesh-cell centre = -1.747565
image function constant c at mesh point = -2.837297
on-mesh k=0 term / N, L=7 = 0.067342 Ha
reference mesh L = 33
reference R gap = 0.215208 Ha = 5.8561 eV
L=7 valence energies in Ha; f = offset / mesh spacing
f=0.10: raw -0.444999, shifted -0.272311
        Wannier -0.272314, reference -0.272304
f=0.25: raw -0.284671, shifted -0.270487
        Wannier -0.270488, reference -0.270479
f=0.50: raw -0.262311, shifted -0.266920
        Wannier -0.266919, reference -0.266911
raw valence error at R in Ha: actual, image prediction
L=5: 0.014599, 0.014563
L=7: 0.010411, 0.010402
L=11: 0.006621, 0.006620
max error, 4 q points, both bands, in Ha:
columns: shifted, Wannier, truncated kernel
L=5: 3.60e-05, 1.69e-04, 2.35e-04
L=7: 8.67e-06, 6.22e-06, 4.51e-05
L=11: 1.76e-06, 1.50e-05, 1.70e-06
Gamma valence error, L=19 = 6.087e-07 Ha
Gamma valence error, L=27 = 2.104e-07 Ha
error ratio = 2.893; (27/19)^3 = 2.870
metal correction jump, L=7 (with alpha) = 0.020121 Ha
full-exchange slope at kf in Ha bohr: bare, screened
L=7: 0.621367, 0.120247
L=21: 1.035701, 0.120256
L=41: 1.219118, 0.120256
L=81: 1.448369, 0.120256
bare slope growth, L=41 to 81 = 0.229250 Ha bohr
logarithmic prediction = 0.216730 Ha bohr
screened electron-gas slope = 0.161117 Ha bohr
screened image term, L=3 (with alpha) = 4.346e-04 Ha
screened image term, L=7 (with alpha) = 2.292e-12 Ha
```
